# Converting Interaction Coefficients from Weight Percent to Mole Fraction in Liquid Iron

## The problem

A liquid solvent, component 1, contains small amounts of several solutes. Temperature and pressure are fixed. The composition can be given by mole fractions $X_k$ or by weight percents $w_k$, and in both cases the solvent makes up the balance. The molar masses are $M_k$.

On the mole-fraction scale the activity of solute $i$ is written $a_i=\gamma_iX_i$, and the influence of solute $j$ on solute $i$ is described by

$$
\epsilon_i^j=\left(\frac{\partial\ln\gamma_i}{\partial X_j}\right)_0 .
$$

On the weight-percent scale the same activity is written $a_i=K_if_iw_i$. The constant $K_i$ is chosen so that $f_i\to1$ at infinite dilution. The corresponding coefficient is

$$
e_i^j=\left(\frac{\partial\log_{10}f_i}{\partial w_j}\right)_0 .
$$

The subscript 0 means that the slope is taken at infinite dilution of all solutes. The contents of the other solutes are held fixed during the differentiation, so that $j$ replaces solvent. The lower index names the solute whose activity is described, the upper index the solute that is added, and $i=j$ is allowed. The logarithms of the activity coefficients are assumed to be smooth at infinite dilution.

(a) Find $\epsilon_i^j$ in terms of $e_i^j$ and the molar masses.

(b) For carbon and silicon in liquid iron near 1900 K, rough measured sizes, per weight percent, are $e_{\rm C}^{\rm C}\approx0.14$, $e_{\rm C}^{\rm Si}\approx0.08$, $e_{\rm Si}^{\rm C}\approx0.18$ and $e_{\rm Si}^{\rm Si}\approx0.11$. Find the four $\epsilon$ and judge whether the two cross coefficients are consistent with each other.

(c) Estimate $f_{\rm C}$ in iron with 1 wt% C and 1 wt% Si from each of the two linear laws.

## A tempting solution

Both $f_i$ and $\gamma_i/\gamma_i^0$, where $\gamma_i^0$ is the value of $\gamma_i$ at infinite dilution, equal one in the dilute limit, and both measure the departure from Henry's law. It seems natural to set them equal:

$$
\ln f_i=\ln\frac{\gamma_i}{\gamma_i^0}\qquad\text{(assumed)} .
$$

What remains is a change of variable. In 100 g of a very dilute solution there are $w_j/M_j$ moles of $j$ and nearly $100/M_1$ moles in total, so $X_j\approx w_jM_1/(100M_j)$. The chain rule then gives

$$
\ln(10)\,e_i^j=\epsilon_i^j\,\frac{M_1}{100M_j},
\qquad
\epsilon_i^j=100\ln(10)\,\frac{M_j}{M_1}\,e_i^j\qquad\text{(wrong)} .
$$

With $100\ln10=230.26$ and the molar masses 55.845, 12.011 and 28.085 g/mol for Fe, C and Si, this yields 6.93 for carbon on carbon, 9.26 for silicon on carbon, 8.91 for carbon on silicon and 12.74 for silicon on silicon. The values have a reasonable size, and nothing in them looks suspicious.

## Where the fault lies

An ideal solution exposes the error. There $\gamma_i=1$ at every composition, so all $\epsilon_i^j$ vanish, and the tempting formula says that all $e_i^j$ vanish too. To first order in the solute contents, this would make the activity proportional to $w_i$, whatever else is dissolved. But in an ideal solution the activity is $X_i$, and $X_i$ is not fixed by $w_i$ alone.

Take 100 g of solution, keep the mass of solute $i$ constant, and replace 1 g of iron by 1 g of carbon. Carbon atoms are lighter, so the total number of moles rises. The number of moles of $i$ has not changed, hence $X_i$ falls, and the activity falls with it. Since $w_i$ is the same as before, $f_i$ must have fallen. Thus $e_i^{\rm C}$ is negative although there is no interaction beyond ideal mixing.

The approximation $X_j\approx w_jM_1/(100M_j)$ is not at fault, since it has the correct slope at zero content. The fault is the assumed equality of $f_i$ and $\gamma_i/\gamma_i^0$. These two quantities agree at infinite dilution, but they differ by a factor proportional to $X_i/w_i$, which changes in first order when $j$ is added, unless $M_j=M_1$. An interaction coefficient is itself a first-order slope, so this change cannot be dropped.

## The correct solution of part (a)

**One activity on two scales.** The activity is a property of the solution and does not depend on how we describe the composition. Therefore

$$
\gamma_iX_i=K_if_iw_i .
$$

A different standard state for $i$ would multiply the activity by a constant at fixed temperature and pressure. It would change $\gamma_i^0$ and $K_i$, but no slope of a logarithm.

**Counting moles.** In 100 g of solution there are $w_k/M_k$ moles of component $k$. Let $S$ be the total:

$$
S=\frac{w_1}{M_1}+\sum_{j\ge2}\frac{w_j}{M_j},
\qquad
X_i=\frac{w_i}{M_iS} .
$$

The solvent is the balance, $w_1=100-\sum_{j\ge2}w_j$. Inserting this and collecting the terms with $w_j$ gives

$$
S=\frac{100}{M_1}+\sum_{j\ge2}w_j\left(\frac1{M_j}-\frac1{M_1}\right)
=\frac{100}{M_1}\,D,
$$

$$
D=1+\sum_{j\ge2}\frac{w_j}{100}\left(\frac{M_1}{M_j}-1\right).
$$

The factor $D$ is the number of moles in 100 g of solution divided by the number in 100 g of pure solvent.

**Fixing the constant.** From the equality of the activities,

$$
K_if_i=\gamma_i\frac{X_i}{w_i}=\frac{\gamma_i}{M_iS}=\gamma_i\,\frac{M_1}{100M_iD} .
$$

At infinite dilution $f_i=1$, $\gamma_i=\gamma_i^0$ and $D=1$, so $K_i=\gamma_i^0M_1/(100M_i)$. Dividing the previous equation by this constant leaves

$$
f_i=\frac{\gamma_i}{\gamma_i^0}\,\frac1D,
\qquad
\ln f_i=\ln\frac{\gamma_i}{\gamma_i^0}-\ln D .
$$

This relation holds at any composition. The tempting solution lacks the term $-\ln D$. The mass $M_i$ has cancelled, so the correction depends on the solute that is added and not on the one whose activity is described.

**Taking the slope.** We differentiate with respect to $w_j$ and then let all solute contents go to zero. The left side gives $\ln(10)\,e_i^j$, because $\ln f_i=\ln(10)\log_{10}f_i$. For the first term on the right we need the change of every solute mole fraction $X_k=w_kM_1/(100M_kD)$:

$$
\frac{\partial X_k}{\partial w_j}
=\frac{M_1}{100M_k}\left(\frac{\delta_{kj}}{D}-\frac{w_k}{D^2}\frac{\partial D}{\partial w_j}\right)
\;\longrightarrow\;\frac{M_1}{100M_j}\,\delta_{kj} .
$$

Here $\delta_{kj}$ is one for $k=j$ and zero otherwise. The second term in the bracket vanishes because it contains $w_k$. By the chain rule the slope of $\ln\gamma_i$ is then $\epsilon_i^jM_1/(100M_j)$. For the last term, with $D\to1$,

$$
\frac{\partial\ln D}{\partial w_j}\;\longrightarrow\;
\frac1{100}\left(\frac{M_1}{M_j}-1\right)=\frac{M_1-M_j}{100M_j} .
$$

Together these give

$$
\ln(10)\,e_i^j=\epsilon_i^j\,\frac{M_1}{100M_j}-\frac{M_1-M_j}{100M_j} .
$$

We multiply by $100M_j/M_1$ and move the last term to the other side:

$$
\boxed{\;\epsilon_i^j=100\ln(10)\,\frac{M_j}{M_1}\,e_i^j+\frac{M_1-M_j}{M_1}\;}
$$

With the numerical factor rounded, this is $\epsilon_i^j=230\,e_i^jM_j/M_1+(M_1-M_j)/M_1$. The rounding reduces the size of the first term by about 0.1%. Temperature does not appear in the conversion, but both coefficients must refer to the same temperature.

## Reading the result

The first term changes the logarithm and the unit of composition. The second accounts for the change in the number of moles per 100 g. Three cases show its role.

- If $M_j=M_1$, replacing solvent by $j$ leaves the number of moles unchanged. The second term vanishes, and the tempting formula is correct.
- If $j$ is lighter than the solvent, the second term is positive but smaller than one, since it equals $1-M_j/M_1$. If $j$ is heavier, it is negative, and its size grows with $M_j$.
- If the solution is ideal, $\epsilon_i^j=0$ and $e_i^j=-(M_1-M_j)/(100\ln(10)M_j)$. In a solvent with the molar mass of iron this is $-0.0158$ per wt% for added carbon and $-0.0043$ per wt% for added silicon.

The last case shows that the sign of a small $e_i^j$ is not a safe guide to the sign of $\epsilon_i^j$. For added carbon, any $e_i^{\rm C}$ between $-0.0158$ and zero belongs to a positive $\epsilon_i^{\rm C}$.

## A check with a model solution

The conversion can be tested on a solution whose Gibbs energy is known. Let the solvent be $s$ and the solutes $a$ and $b$, and let the excess Gibbs energy per mole, divided by $RT$, be

$$
\begin{aligned}
g={}&x_sx_a\left[-4+\tfrac32(x_s-x_a)\right]+x_sx_b\left[-6+\tfrac12(x_s-x_b)\right]\\
&+3x_ax_b-2x_sx_ax_b .
\end{aligned}
$$

The parameters are round numbers and do not describe iron. With $x_s=1-x_a-x_b$ eliminated, the activity coefficient of a solute is

$$
\ln\gamma_i=g+\frac{\partial g}{\partial x_i}-\sum_kx_k\frac{\partial g}{\partial x_k},
$$

where the sum runs over the solutes. This follows from differentiating $Ng$ with respect to $n_i$, where $N$ is the total number of moles, with $\partial x_k/\partial n_i=(\delta_{ki}-x_k)/N$. We differentiate once more with respect to $x_j$ and set the solute contents to zero. The first term gives $\partial g/\partial x_j$ and the sum gives $-\partial g/\partial x_j$. They cancel, and $\epsilon_i^j=\partial^2g/\partial x_i\partial x_j$ remains.

To second order, the terms of $g$ with $x_ax_b$ have the coefficient $4-3+6-1+3-2=7$. The coefficient of $x_a^2$ is $4-4.5=-0.5$, and that of $x_b^2$ is $6-1.5=4.5$. The second derivatives are therefore $\epsilon_a^b=\epsilon_b^a=7$, $\epsilon_a^a=-1$ and $\epsilon_b^b=9$.

In the numerical test, the solvent, $a$ and $b$ were given the molar masses of Fe, C and Si. The coefficients $e$ were found separately, by differentiating $\log_{10}f_i$ with respect to weight percent. The numerical output lists $a$ and $b$ as solutes 1 and 2. For example, $e_a^b=0.056157$ per wt% gives

$$
230.2585\times0.056157\times\frac{28.085}{55.845}+0.497=6.503+0.497=7.000 .
$$

All four pairs pass this test. The tempting formula would give 6.50 for $\epsilon_a^b$ but 6.22 for $\epsilon_b^a$, although the two are equal. For $\epsilon_a^a$, which is small in size, it would give $-1.78$ instead of $-1$.

## Part (b): carbon and silicon in iron

The second term is $(55.845-12.011)/55.845=0.785$ when carbon is added and $(55.845-28.085)/55.845=0.497$ when silicon is added. The mass $M_j$ in the first term also belongs to the added element. Hence

$$
\begin{aligned}
\epsilon_{\rm C}^{\rm C}&=230.26\times0.14\times\frac{12.011}{55.845}+0.785=6.933+0.785=7.72,\\
\epsilon_{\rm C}^{\rm Si}&=230.26\times0.08\times\frac{28.085}{55.845}+0.497=9.264+0.497=9.76,\\
\epsilon_{\rm Si}^{\rm C}&=230.26\times0.18\times\frac{12.011}{55.845}+0.785=8.914+0.785=9.70,\\
\epsilon_{\rm Si}^{\rm Si}&=230.26\times0.11\times\frac{28.085}{55.845}+0.497=12.738+0.497=13.24 .
\end{aligned}
$$

The inputs do not justify all these digits. Half a unit in the second decimal of $e$ changes $\epsilon$ by 0.25 when carbon is added and by 0.58 when silicon is added. Reasonable statements are $\epsilon_{\rm C}^{\rm C}\approx7.7$, $\epsilon_{\rm C}^{\rm Si}\approx\epsilon_{\rm Si}^{\rm C}\approx10$ and $\epsilon_{\rm Si}^{\rm Si}\approx13$. These margins cover rounding alone, not the errors of measurement.

All four coefficients are positive: each addition raises the activity coefficients of both solutes. Suppose that silicon is added to a dilute solution while the activity of carbon is held fixed. Then $\ln\gamma_{\rm C}+\ln X_{\rm C}$ is constant, and to leading order

$$
\left(\frac1{X_{\rm C}}+\epsilon_{\rm C}^{\rm C}\right)dX_{\rm C}=-\epsilon_{\rm C}^{\rm Si}\,dX_{\rm Si} .
$$

The bracket is positive, so the carbon content must decrease.

**Are the cross coefficients consistent?** In the model the two cross coefficients were equal. This is a general property. The chemical potential $\mu_i$ is the derivative of the total Gibbs energy $G$ with respect to $n_i$, and the order of differentiation does not matter:

$$
\frac{\partial\mu_i}{\partial n_j}=\frac{\partial^2G}{\partial n_i\,\partial n_j}=\frac{\partial\mu_j}{\partial n_i} .
$$

Now $\mu_i$ equals a constant plus $RT\ln X_i+RT\ln\gamma_i$. For $i\ne j$ the derivative of $\ln X_i=\ln n_i-\ln N$ with respect to $n_j$ is $-1/N$. This is the same on both sides and cancels, so

$$
\frac{\partial\ln\gamma_i}{\partial n_j}=\frac{\partial\ln\gamma_j}{\partial n_i} .
$$

At infinite dilution, adding $dn_j$ moles changes $X_j$ by $dn_j/N$ and leaves the other solute mole fractions at zero. The two sides become $\epsilon_i^j/N$ and $\epsilon_j^i/N$, and therefore $\epsilon_i^j=\epsilon_j^i$.

The values 9.76 and 9.70 differ by 0.06, much less than their rounding margins, so they are consistent. This does not confirm two independent measurements, because tabulated coefficients may already have been adjusted to obey the relation. Nor do these rough data expose the wrong formula. Its values 9.26 and 8.91 differ by 0.35, which also lies within the combined margin of 0.83. The ideal solution and the model decide the matter.

The coefficients $e$ do not share this symmetry. Inserting the conversion on both sides of $\epsilon_i^j=\epsilon_j^i$ and multiplying by $M_1$ gives

$$
100\ln(10)M_je_i^j+M_1-M_j=100\ln(10)M_ie_j^i+M_1-M_i .
$$

The solvent mass cancels, and solving for $e_j^i$ yields

$$
e_j^i=\frac{M_j}{M_i}\,e_i^j+\frac{M_i-M_j}{100\ln(10)M_i} .
$$

With $i={\rm C}$, $j={\rm Si}$ and $e_{\rm C}^{\rm Si}=0.08$ per wt%, the two terms are 0.187 and $-0.006$. Their sum is $e_{\rm Si}^{\rm C}=0.181$ per wt%, in agreement with the rough value 0.18. Most of the difference between 0.08 and 0.18 thus comes from the ratio of the molar masses: 1 wt% of carbon contains more than twice as many atoms as 1 wt% of silicon.

## Part (c): a finite concentration

The weight-percent law, cut off after the linear terms, gives at 1 wt% C and 1 wt% Si

$$
\log_{10}f_{\rm C}=0.14\times1+0.08\times1=0.220,\qquad f_{\rm C}=1.66 .
$$

For the mole-fraction law we use $X_{\rm C}=0.04443$ and $X_{\rm Si}=0.01900$, found by counting moles in 100 g. Then

$$
\ln\frac{\gamma_{\rm C}}{\gamma_{\rm C}^0}=7.72\times0.04443+9.76\times0.01900=0.528 .
$$

This is not yet $\ln f_{\rm C}$. The change of scale contributes $-\ln D=-0.045$, so

$$
\log_{10}f_{\rm C}=\frac{0.528-0.045}{\ln10}=0.210,\qquad f_{\rm C}=1.62 .
$$

The two laws differ although their coefficients were converted correctly. To see why, write $D=1+B$, and let $E=\sum_j\epsilon_{\rm C}^jw_jM_1/(100M_j)$. Since $X_j=w_jM_1/(100M_jD)$, the mole-fraction law reads

$$
\ln f_{\rm C}=\frac{E}{1+B}-\ln(1+B)=E-B-EB+\frac{B^2}{2}+\dots
$$

The weight-percent law keeps just the linear part, $\ln f_{\rm C}=E-B$. Its value minus that of the mole-fraction law is

$$
B\left(E-\frac B2\right)+\dots,
$$

which is of second order in the solute contents. It is positive for carbon and silicon in iron, where $B>0$ and $E>B/2$, but it can be negative in other cases, for example when solutes heavier than the solvent make $B$ negative. The conversion makes the first-order terms agree and can do no more, because each linear law discards different second-order terms.

The numbers follow this rule. At 1 wt% of each solute the difference in $\log_{10}f_{\rm C}$ is 0.0102, and at 0.1 wt% of each it is 0.000106, about a hundred times smaller. In a separate test at still smaller contents, doubling both contents multiplied the difference by 4.00.

At 1 wt% the weight-percent value of $f_{\rm C}$ is 2.4% above the mole-fraction value. Neither can be taken as the true value: deciding between them requires further information, such as a measurement at this composition, second-order interaction coefficients or a full model of the Gibbs energy. Here the difference is also about as large as the effect of rounding the inputs, since half a unit in the second decimal of both $e$ can shift $\log_{10}f_{\rm C}$ by 0.01.

The conversion itself fails if the limiting slopes do not exist, for example if $\ln\gamma_i$ begins with a square root of the solute content. The assumption of smoothness at infinite dilution excludes that case.

## Values computed for the example and the checks

```
100 ln 10 = 230.2585
molar mass Fe = 55.845 g/mol
molar mass C = 12.011 g/mol
molar mass Si = 28.085 g/mol
model, solute 1, added 1: e = -0.036042 per wt%, epsilon direct = -1.000000, converted = -1.000000
model, solute 1, added 2: e = 0.056157 per wt%, epsilon direct = 7.000000, converted = 7.000000
model, solute 2, added 1: e = 0.125498 per wt%, epsilon direct = 7.000000, converted = 7.000000
model, solute 2, added 2: e = 0.073428 per wt%, epsilon direct = 9.000000, converted = 9.000000
ideal solution, added C: e = -0.01585 per wt%
ideal solution, added Si: e = -0.00429 per wt%
C with added C: e (rough) = 0.14 per wt%, first term = 6.933, second term = 0.785
   epsilon = 7.72, rounding of e gives +/- 0.25
C with added Si: e (rough) = 0.08 per wt%, first term = 9.264, second term = 0.497
   epsilon = 9.76, rounding of e gives +/- 0.58
Si with added C: e (rough) = 0.18 per wt%, first term = 8.914, second term = 0.785
   epsilon = 9.70, rounding of e gives +/- 0.25
Si with added Si: e (rough) = 0.11 per wt%, first term = 12.738, second term = 0.497
   epsilon = 13.24, rounding of e gives +/- 0.58
gap between the two cross epsilons = 0.062
e of Si with added C, from reciprocity = 0.1812 per wt%
1.0 wt% C and 1.0 wt% Si: X_C = 0.04443, X_Si = 0.01900
   ln(gamma_C/gamma_C0) = 0.52844, scale change = -0.04534
   log10 f_C: weight law = 0.22000, mole law = 0.20981, difference = 0.010191
   f_C: weight law = 1.6596, mole law = 1.6211
0.1 wt% C and 0.1 wt% Si: X_C = 0.00463, X_Si = 0.00198
   ln(gamma_C/gamma_C0) = 0.05504, scale change = -0.00463
   log10 f_C: weight law = 0.02200, mole law = 0.02189, difference = 0.000106
   f_C: weight law = 1.0520, mole law = 1.0517
difference ratio on doubling a small content = 3.9998
```
